# Slowed Interconversion and Exit Probabilities in Lattice Monte Carlo

## Problem

In a lattice Monte Carlo model of atomic layer deposition, an adsorbed molecule can sit in one of two states, A and B. It hops from A to B and from B to A at the same rate $w$. It can also leave the pair irreversibly, at rate $a$ from A and at rate $b$ from B. When $w$ is much larger than $a$ and $b$, nearly all computing effort goes into hops that undo each other. One possible remedy is to lower $w$ by hand while leaving $a$ and $b$ alone.

Each possible event has a constant rate, so its waiting time is exponential and the molecule keeps no memory of how it reached its present state. Rates are measured in units of $a$, so that $a=1$, and $b=3$. The molecule starts in A.

1. Find the probability that the molecule finally exits from A. Show that slowing the interconversion from $w=1000$ to $w=10$ raises it from 0.251 to 0.302.
2. Show that slowing raises this probability for any positive $a$ and $b$, and find how large $w$ must be for a given error.
3. Find how many simulated events the slowing saves.
4. Put the model beside a real surface process and judge the result there.

## Hints

**Hint 1.** Do not follow the populations in time. Ask what the next event is, and with what probability.

**Hint 2.** Introduce a second unknown, the probability of exit from A for a molecule now in B. A hop turns one unknown into the other.

**Hint 3.** For part 2, subtract the limit $w\to\infty$ before estimating anything.

**Hint 4.** For part 3, the mean lifetime obeys equations of the same form. Hops occur at rate $w$ in both states.

## Solution

### 1. The exit probability

In state A two events compete: exit at rate $a$ and hopping at rate $w$. The probability that neither has happened by time $t$ is $e^{-(a+w)t}$. The exit comes first with probability

$$\int_0^\infty a\,e^{-(a+w)t}\,dt=\frac{a}{a+w},$$

and the hop comes first with probability $w/(a+w)$. In state B the two probabilities are $b/(b+w)$ and $w/(b+w)$. Kinetic Monte Carlo draws its events with these same probabilities.

Let $P_A$ be the probability of final exit from A for a molecule now in A, and $P_B$ the same probability for a molecule now in B. From A, the molecule either exits at once, which counts as success, or hops to B and continues with $P_B$. From B, an immediate exit counts as failure, and a hop restores $P_A$. Therefore

$$P_A=\frac{a}{a+w}+\frac{w}{a+w}P_B,\qquad P_B=\frac{w}{b+w}P_A .$$

Insert the second equation into the first and multiply by $(a+w)(b+w)$:

$$(a+w)(b+w)P_A=a(b+w)+w^2P_A .$$

Collecting $P_A$ on the left gives the factor

$$D=(a+w)(b+w)-w^2=w(a+b)+ab,$$

because the two terms $w^2$ cancel. Hence

$$P_A=\frac{a(w+b)}{w(a+b)+ab},\qquad P_B=\frac{aw}{w(a+b)+ab}.$$

For $a=1$ and $b=3$ this is $P_A=(w+3)/(4w+3)$, so that

$$P_A(1000)=\frac{1003}{4003}=0.251,\qquad P_A(10)=\frac{13}{43}=0.302 .$$

This is the required result. The rise is 0.052, or about 21% of the value at $w=1000$.

The same answer follows from adding up paths. A round trip from A to B and back has probability

$$r=\frac{w}{a+w}\,\frac{w}{b+w}.$$

A molecule that exits from A has made some number $n=0,1,2,\dots$ of round trips and then left, so

$$P_A=\frac{a}{a+w}\sum_{n=0}^{\infty}r^n=\frac{a}{a+w}\,\frac{1}{1-r}.$$

Since $1-r=D/[(a+w)(b+w)]$, the earlier formula is recovered. At $w=1000$, $r=0.996$, and the molecule usually returns many times. At $w=10$, $r=0.699$, and the starting state is forgotten less completely.

The time spent in each state shows the cause of the bias. Exit from A happens at rate $a$ while the molecule is in A, so $P_A=aT_A$, where $T_A$ is the mean total time in A. The probability of exit from B is likewise $1-P_A=bT_B$. From the formula,

$$T_A=\frac{w+b}{D},\qquad T_B=\frac{1}{b}\,\frac{D-a(w+b)}{D}=\frac{w}{D},$$

where $D-a(w+b)=wb$ was used. The times stand in the ratio $(w+b):w$. This is $1003:1000$ for fast hopping, but $13:10$ for slowed hopping. Slowing leaves the two hop rates equal, yet it makes the times spent in A and B before exit much more unequal.

### 2. Direction and size of the error

With $S=a+b$ and $D=wS+ab$, the quotient rule gives

$$\frac{dP_A}{dw}=a\,\frac{D-(w+b)S}{D^2}
=a\,\frac{ab-b(a+b)}{D^2}=-\frac{ab^2}{D^2}.$$

This is negative for all positive rates. Lowering $w$ therefore raises $P_A$, whichever of the two exits is faster. At $w=10$ the slope is $-9/43^2=-0.00487$ per unit of $w$.

Two limits bracket the result. As $w\to0$, the molecule never reaches B and $P_A\to1$. To first order in small $w$,

$$P_A=\frac{1+w/b}{1+w/a+w/b}\approx1-\frac{w}{a},$$

since the terms $w/b$ cancel. A single hop to B then almost surely ends in an exit from B. As $w\to\infty$, the molecule divides its time equally and

$$P_A\to\frac{a}{a+b}=\frac14 .$$

The excess over this fast limit is

$$P_A-\frac{a}{S}=\frac{a\left[S(w+b)-(wS+ab)\right]}{SD}
=\frac{a\left[b(a+b)-ab\right]}{SD}=\frac{ab^2}{SD}.$$

Numerically it is $9/(4\times4003)=0.00056$ at $w=1000$ and $9/(4\times43)=0.0523$ at $w=10$. The original rate is thus close to the fast limit, and the slowed rate is not.

Dividing the excess by the limit $a/S$ gives the relative error

$$\frac{b^2}{w(a+b)+ab}.$$

It is small when $w\gg b^2/(a+b)$. For $b\gg a$ this condition becomes $w\gg b$: hopping must be fast compared with the faster exit, and it is not enough that it beats the slower one. At $w=10$ the relative error is $9/43$, or 21%, even though $w$ is more than three times the larger exit rate. This condition concerns $P_A$ only. The exit from B falls short of its limit $b/S$ by the fraction $ab/D$, which is small only when $w\gg ab/(a+b)$. For $a=100$, $b=1$ and $w=0.1$, $P_A$ is off by 0.9% but $1-P_A$ by 91%.

Suppose that an absolute excess $\varepsilon$ over the fast limit is allowed, with $\varepsilon$ smaller than the excess at $w=0$. Then $ab^2/(SD)\le\varepsilon$ requires

$$w\ge\frac1S\left(\frac{ab^2}{S\varepsilon}-ab\right).$$

For $\varepsilon=0.01$ this gives

$$w\ge\frac14\left(\frac{9}{0.04}-3\right)=55.5 .$$

The slowed rate of 10 is too low for that tolerance. The criterion holds for this pair of states with equal hop rates and a start in A.

### 3. What the slowing saves

Let $\tau_A$ and $\tau_B$ be the mean times to exit for starts in A and B. The mean wait in A is $1/(a+w)$, after which a hop may leave a further time $\tau_B$. Multiplying the resulting equations by the total rates gives

$$(a+w)\tau_A-w\tau_B=1,\qquad (b+w)\tau_B-w\tau_A=1 .$$

Multiply the first by $b+w$ and the second by $w$, and add. The terms in $\tau_B$ cancel and

$$\tau_A=\frac{2w+b}{D}.$$

This equals $T_A+T_B$, as it must. For the mean numbers of hops $N_A$ and $N_B$, each hop adds one to the count:

$$N_A=\frac{w}{a+w}(1+N_B),\qquad N_B=\frac{w}{b+w}(1+N_A).$$

After multiplication by the total rates these are the lifetime equations with $w$ in place of 1 on the right. Hence $N_A=w\tau_A$.

At $w=1000$, $\tau_A=2003/4003=0.500$ and there are 500.4 hops on average. At $w=10$, $\tau_A=23/43=0.535$ and there are 5.35 hops. Each history also contains one exit event, so the saving is

$$\frac{500.4+1}{5.35+1}\approx79 .$$

It is below the slowdown factor of 100 for two reasons: the slowed molecule lives slightly longer, and the exit event itself is not saved.

A simulation of 40,000 molecules at each rate gave $0.2494\pm0.0022$ and $0.3020\pm0.0023$, where the uncertainties are standard errors. Both agree with the formula within sampling error. More molecules would narrow the uncertainty around 0.302, but would not bring the slowed model back to 0.251. The numerical output after this text lists these and most of the other values.

### 4. A surface process

Take trimethylaluminium held on an alumina surface at 473 K. A and B are neighbouring adsorption sites, and exit is ligand exchange with a surface hydroxyl group, treated as irreversible. Let the exit rates be $10^5$ and $3\times10^5\ \mathrm{s^{-1}}$ and the hop rate $10^8\ \mathrm{s^{-1}}$, slowed to $10^6\ \mathrm{s^{-1}}$ in the simulation. The ratios are those of the problem, so the probabilities are again 0.251 and 0.302. The mean lifetimes are 5.00 and 5.35 µs.

An activated rate $k=\nu e^{-E/k_BT}$ with prefactor $\nu=10^{13}\ \mathrm{s^{-1}}$ corresponds to a barrier $E=k_BT\ln(\nu/k)$. With $k_BT=0.04076$ eV, the exit barrier from A is $0.04076\ln10^8=0.751$ eV. The exit barrier from B is 0.706 eV and the hop barrier 0.469 eV. Slowing by 100 amounts to raising the hop barrier by $0.04076\ln100=0.188$ eV.

These are round numbers chosen for illustration, not measured or computed properties of the molecule. Real barriers depend on the site, the hydroxyl coverage and the neighbours. The assumption of equal hop rates is also open to doubt: if A and B react at different rates, they are different sites, and no symmetry makes their energies equal. Variation 2 shows that a difference of only 0.02 eV moves the probability at the true hop rate from 0.251 to 0.353 or 0.170, depending on its sign. This is a larger change than the one caused by slowing.

**Temperature.** Keep the barriers and the slowdown factor of 100 fixed. At 423 K, $w/a=2263$ and $b/a=3.42$, and slowing changes $P_A$ from 0.227 to 0.252. At 573 K, $w/a=300$ and $b/a=2.48$, and the change is from 0.289 to 0.425. The bias is larger at the higher temperature because hopping has the lower barrier: its rate grows less than the exit rates do. The slowed ratio $w/a$ falls from about 23 to 3, which outweighs the smaller $b/a$. A slowdown factor that is acceptable at one temperature therefore need not be acceptable at another. These figures leave out desorption, which matters more at 573 K: with the 1.0 eV barrier and prefactor of Variation 2, $d/a=0.64$ there and $P_A$ goes from 0.211 to 0.315.

**Tunnelling.** Ligand exchange moves a proton. If tunnelling multiplies both exit rates by $\kappa$, the formula becomes

$$P_A=\frac{\kappa a(w+\kappa b)}{\kappa w(a+b)+\kappa^2ab}
=\frac{a(w+\kappa b)}{w(a+b)+\kappa ab},$$

which is the original result with $w$ replaced by $w/\kappa$. The Wigner estimate is $\kappa=1+u^2/24$, with $u=hc\tilde\nu/k_BT$ and $\tilde\nu$ the wavenumber of the unstable mode at the barrier. An assumed $1000\ \mathrm{cm^{-1}}$ gives $\kappa=1.39$. The slowed probability rises to 0.321, while the one at the true hop rate stays at 0.251. Here $u$ is about 3, so a correction derived for small $u$ gives only a rough size.

**Further arrivals.** Another molecule may land on the empty partner site, at a rate $\lambda$. Suppose that it stays there and leaves the exit rate of the first molecule unchanged. The first molecule can then no longer hop, and must exit from where it is. An arrival while it is in A thus settles the outcome in favour of A, and an arrival while it is in B settles it in favour of B. The effect is to replace $a$ by $a+\lambda$ and $b$ by $b+\lambda$ in $P_A$.

The gas-kinetic estimate is

$$\lambda=\frac{p}{\sqrt{2\pi mk_BT}}\,\sigma s,$$

with pressure $p$, molecular mass $m$, site area $\sigma$ and sticking probability $s$. For 0.1 Torr, 72.1 u, $0.2\ \mathrm{nm^2}$ and an assumed $s=0.01$, $\lambda$ is about $380\ \mathrm{s^{-1}}$, far below the exit rates. The probabilities change by less than 0.001. This conclusion depends on the assumed $s$ and $p$. Blocking needs only that the second molecule be trapped, and with $s=1$ the two probabilities rise by 0.040 and 0.051 at 0.1 Torr, and by 0.16 and 0.24 at 1 Torr.

## Variation 1: another starting state

*How does slowing act if the molecule starts in B, or in A and B with equal probability? Is there a start for which it does no harm?*

For a start in B the solution above already contains

$$P_B=\frac{aw}{wS+ab}=\frac{a}{S+ab/w}.$$

Lowering $w$ increases the denominator, so this probability falls: from 0.250 at $w=1000$ to $10/43=0.233$ at $w=10$. The rise found in part 1 belongs to the start in A. In both cases slowing favours exit from the starting state.

Let the molecule start in A with probability $q$ and in B with probability $1-q$. Then

$$P=qP_A+(1-q)P_B=\frac{a(w+qb)}{wS+ab}.$$

Its excess over the fast limit is

$$P-\frac aS=\frac{a\left[S(w+qb)-wS-ab\right]}{SD}
=\frac{ab(qS-a)}{SD}.$$

For $q=1/2$, $a=1$, $b=3$ and $w=10$ it is $3\times1/(4\times43)=0.017$, and $P=0.267$. For these rates, equal starting populations reduce the bias but do not remove it, because B is drained faster than A. For $a=b$ they remove it, and for $a>3b$ they give a larger error than a start in A does, with the opposite sign.

The excess vanishes for every $w$ if $q=a/(a+b)$, here $1/4$. The starting probabilities of A and B then already equal the exit probabilities of the fast limit. In a deposition model the start is set by how molecules arrive, so $q$ cannot be chosen merely to hide the error.

## Variation 2: unequal site energies and desorption

*Let the hop rates be $h$ from A to B and $g$ from B to A, and let the molecule also desorb at rate $d$ from either state. How do the probabilities change?*

Desorption is a third outcome and counts as exit from neither A nor B. After multiplication by the total rates, the next-event equations for exit from A are

$$(h+a+d)P_A-hP_B=a,\qquad (g+b+d)P_B-gP_A=0 .$$

Eliminating $P_B$ gives

$$P_A=\frac{a(g+b+d)}{(h+a+d)(g+b+d)-hg}.$$

For exit from B, with the start still in A, the source term $b$ stands in the second equation instead. The same elimination gives a probability $Q_A$ with the same denominator and numerator $bh$.

**Site energies, without desorption.** Let $\delta=E_B-E_A$ and choose

$$h=w\,e^{-\delta/2k_BT},\qquad g=w\,e^{\delta/2k_BT}.$$

The ratio $h/g=e^{-\delta/k_BT}$ satisfies detailed balance, and slowing both hops by the same factor preserves it. The exit rates are held fixed. For $d=0$ and fast hopping, the products $hg$ cancel in the denominator and the leading terms give

$$P_A\to\frac{ag}{ag+bh}=\frac{1}{1+(b/a)e^{-\delta/k_BT}}.$$

A higher energy in B makes the molecule spend more time in A and raises $P_A$. For $\delta=+0.02$ eV at 473 K, slowing from $w=1000$ to $w=10$ changes $P_A$ from 0.353 to 0.402. For $\delta=-0.02$ eV it changes $P_A$ from 0.170 to 0.220. The rise stays near 0.05, but both values move by more than that rise, by about 0.10 for the positive $\delta$ and 0.08 for the negative one.

**Desorption, with equal site energies.** Set $h=g=w$. Among the molecules that react, the share that exits from A is

$$\frac{P_A}{P_A+Q_A}=\frac{a(w+b+d)}{a(w+b+d)+bw}.$$

This share grows with $d$. Each stay in A leads to exit from A with probability $a/(w+a+d)$, and to exit from B on the visit that follows with probability $[w/(w+a+d)]\,[b/(w+b+d)]$. Desorption from A lowers both in the same proportion and cancels in the share. Desorption from B lowers only the second, through the factor $b/(w+b+d)$. The effect is small when $d\ll w$.

Take a desorption prefactor of $10^{15}\ \mathrm{s^{-1}}$. A barrier of 1.0 eV gives $d=2.21\times10^4\ \mathrm{s^{-1}}$, or 0.221 in units of $a$. At $w=10$,

$$P_A=\frac{13.221}{11.221\times13.221-100}=0.273,$$

against 0.226 at $w=1000$. The share among reacting molecules rises from 0.251 to 0.306.

With a barrier of 1.1 eV, desorption hardly matters: $P_A$ goes from 0.248 to 0.300. With 0.9 eV, the desorption rate exceeds the exit rate from A, and $P_A$ goes from 0.110 to 0.140. The share among reacting molecules then rises from 0.251 to 0.342. The original figures therefore describe strongly held molecules. For more weakly held ones, a simulation must include desorption. Slowing the hops then distorts the share of reactions at A more strongly, by 0.091 at 0.9 eV and 0.61 at 0.7 eV, against 0.052 without desorption. The trend reverses once $d$ far exceeds the true hop rate: both shares then approach 1, and at 0.45 eV the distortion is only 0.018.

## Computed results

```
Exit rates a, b (units of a): 1.0 3.0
w = 1000: P_A master equation = 0.25056
  return probability to A per round trip r = 0.99601
  P_A Monte Carlo = 0.2494 +- 0.0022
  Monte Carlo walkers = 40000
  mean lifetime = 0.5004 (units of 1/a)
  mean hops: 500.37, simulated 502.76
  A-exit probability, start in B = 0.2498
  A-exit probability, half-half start = 0.2502
w = 10: P_A master equation = 0.30233
  return probability to A per round trip r = 0.69930
  P_A Monte Carlo = 0.3020 +- 0.0023
  Monte Carlo walkers = 40000
  mean lifetime = 0.5349 (units of 1/a)
  mean hops: 5.35, simulated 5.36
  A-exit probability, start in B = 0.2326
  A-exit probability, half-half start = 0.2674
Slope dP_A/dw at w = 10: -0.00487 (units of 1/a)
Fast limit = 0.2500
Excess over fast limit, w = 1000: 0.00056
Excess over fast limit, w = 10: 0.05233
Rise on slowing = 0.0518
Event saving factor = 79.0
Smallest w for excess 0.01: 55.5 (units of a)
T = 473 K, kT = 0.04076 eV, prefactor = 1e+13 1/s
Exit rates = 1e+05, 3e+05 1/s
Hop rates true, slowed = 1e+08, 1e+06 1/s
Barriers exit A, exit B, hop = 0.751, 0.706, 0.469 eV
Slowdown 100 = hop barrier raised by 0.188 eV
Mean lifetime true, slowed = 5.00, 5.35 us
Neglected effects: P_A at true hop rate, at slowed hop rate
E_B - E_A = +0.02 eV: 0.353, 0.402
E_B - E_A = -0.02 eV: 0.170, 0.220
Desorption 0.9 eV, rate 2.57e+05 1/s: 0.110, 0.140
  A share among reacting: 0.251, 0.342
Desorption 1.0 eV, rate 2.21e+04 1/s: 0.226, 0.273
  A share among reacting: 0.251, 0.306
Desorption 1.1 eV, rate 1.90e+03 1/s: 0.248, 0.300
  A share among reacting: 0.251, 0.303
Arrival: 0.1 Torr, sticking 0.01, site 0.2 nm2, mass 72.1 u
  rate 380 1/s: 0.2510, 0.3029
Tunnelling, 1000 cm^-1, factor 1.39: 0.251, 0.321
T = 423 K, b/a = 3.42, w/a = 2263: 0.227, 0.252
T = 573 K, b/a = 2.48, w/a = 300: 0.289, 0.425
```
